\section*{Biaxial Modulus of a Cubic (111) Film and Its Stress-Driven Ripples}

\section{What goes wrong with the wrong modulus}

A film grown in registry with a thick substrate takes over the in-plane lattice spacing of the substrate. In a cubic crystal with a (001) or (111) surface, its stress is the imposed strain times a biaxial modulus, and this modulus generally differs between the two orientations. Take a film with $C_{11},C_{12},C_{44}=160,60,75$ GPa. The modulus of a (001) film is then 175 GPa, while that of a (111) film is 217 GPa. Whoever uses the first number for a (111) film finds a stress 19\% below the correct one. The wavelength above which the strained surface can lower its energy by rippling varies as the inverse square of the stress. At fixed surface energy and fixed elastic response to the ripple, it comes out too long by a factor $(217.24/175.00)^2=1.54$.

The result needed is
\begin{equation}
M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}} .
\label{M}
\end{equation}

\section{Assumptions and conventions}

The film is flat, uniform and laterally wide, and its top surface is free. The substrate is rigid and no dislocations are present. Elasticity is linear. The in-plane strain $e$ is the same in all in-plane directions and is measured from the film's own relaxed lattice. Tension is positive, so a film whose relaxed lattice is larger than that of the substrate has $e<0$.

In the cubic axes, with $\varepsilon_{ij}$ the tensor strain, Hooke's law reads
\begin{equation}
\sigma_{ij}=C_{12}\,\delta_{ij}\,\mathrm{tr}\,\varepsilon+2C_{44}\,\varepsilon_{ij}+H\,\delta_{ij}\,\varepsilon_{ii},
\qquad H=C_{11}-C_{12}-2C_{44},
\label{hooke}
\end{equation}
with no sum over $i$ in the last term. The factor 2 appears because $C_{44}$ multiplies the engineering shear $2\varepsilon_{ij}$. I write $K_3=C_{11}+2C_{12}$, which is three times the bulk modulus. A stable crystal has $C_{44}>0$, $C_{11}-C_{12}>0$ and $K_3>0$.

\section{What the substrate fixes and what it leaves free}

Let $n=(1,1,1)/\sqrt3$ be the surface normal and $P=I-nn$ the projector onto the film plane. Registry fixes the derivatives of the displacement $u$ along the plane. The derivative along $n$ is an unknown vector $d$:
\begin{equation}
\partial_j u_i=eP_{ij}+d_in_j,\qquad
\varepsilon_{ij}=eP_{ij}+\tfrac12(d_in_j+n_id_j).
\end{equation}
The component of $d$ along $n$ is a change of layer spacing. The other two components would slide the layers over each other. They must be found, not assumed to vanish.

The condition on $d$ is that the free surface carries no traction, $\sigma n=0$. Since the strain is uniform, this then holds at every depth. The traction has two parts.

\emph{Part from $eP$.} The matrix $P$ has diagonal elements $2/3$, off-diagonal elements $-1/3$ and trace 2. By (\ref{hooke}) its stress, per unit $e$, has diagonal elements
\begin{equation}
2C_{12}+\tfrac43C_{44}+\tfrac23(C_{11}-C_{12}-2C_{44})=\tfrac23K_3
\end{equation}
and off-diagonal elements $-\tfrac23C_{44}$. All components of $n$ are equal, so acting on $n$ this matrix gives $n$ times one diagonal and two off-diagonal elements:
\begin{equation}
\text{traction}=e\left(\tfrac23K_3-\tfrac43C_{44}\right)n=\tfrac23e\,(K_3-2C_{44})\,n .
\end{equation}

\emph{Part from $d$.} The strain $\tfrac12(dn+nd)$ has trace $n\cdot d$ and diagonal elements $d_in_i$. Its traction is $\Gamma d$. Using $n\cdot n=1$ and $n_i^2=1/3$ in (\ref{hooke}),
\begin{equation}
\Gamma=\left(C_{44}+\tfrac13H\right)I+(C_{12}+C_{44})\,nn .
\end{equation}
For $d$ perpendicular to $n$ the eigenvalue is $C_{44}+H/3=(C_{11}-C_{12}+C_{44})/3$. For $d$ along $n$ it is larger by $C_{12}+C_{44}$, which gives $(K_3+4C_{44})/3$. Both are positive in a stable crystal, so $\Gamma$ can be inverted and $d$ is unique.

The traction to be cancelled lies along $n$, which is an eigenvector of $\Gamma$. Therefore $d=e_nn$: the layers change their spacing and do not slide. The sum of the two parts vanishes when
\begin{equation}
\frac{K_3+4C_{44}}{3}\,e_n=-\frac23(K_3-2C_{44})\,e
\quad\Rightarrow\quad
\frac{e_n}{e}=-\frac{2(K_3-2C_{44})}{K_3+4C_{44}} .
\label{en}
\end{equation}

\section{Stress and energy}

With $d=e_nn$ the strain is $eP+e_nnn$. In cubic axes each diagonal element is $(2e+e_n)/3$ and each off-diagonal element is $(e_n-e)/3$. From (\ref{en}),
\begin{align}
2e+e_n&=\frac{2K_3+8C_{44}-2K_3+4C_{44}}{K_3+4C_{44}}\,e=\frac{12C_{44}}{K_3+4C_{44}}\,e,\\
e_n-e&=\frac{-2K_3+4C_{44}-K_3-4C_{44}}{K_3+4C_{44}}\,e=-\frac{3K_3}{K_3+4C_{44}}\,e .
\end{align}
Three equal diagonal strains give the diagonal stress $s_d=K_3(2e+e_n)/3$. The off-diagonal stress is $s_o=2C_{44}(e_n-e)/3$. Hence
\begin{equation}
s_d=\frac{4K_3C_{44}}{K_3+4C_{44}}\,e,\qquad
s_o=-\frac{2K_3C_{44}}{K_3+4C_{44}}\,e=-\tfrac12s_d .
\end{equation}
A matrix with diagonal $s_d$ and off-diagonal $-s_d/2$ equals $\tfrac32s_dP$, because $P$ has elements $2/3$ and $-1/3$. The stress is therefore
\begin{equation}
\sigma=\tfrac32s_d\,P=M_{111}\,e\,P,
\end{equation}
with $M_{111}$ as in (\ref{M}). It is the same in all in-plane directions and has no component on the surface.

The energy per volume follows from $P:P=2$ and $P:nn=0$:
\begin{equation}
w=\tfrac12\sigma:\varepsilon=\tfrac12M_{111}e\,P:(eP+e_nnn)=M_{111}e^2 .
\end{equation}
The usual factor $\tfrac12$ is absent because two in-plane directions are strained.

\section{Reading the formula}

Inverting (\ref{M}) gives
\begin{equation}
\frac1{M_{111}}=\frac1{6C_{44}}+\frac2{3K_3} .
\label{series}
\end{equation}
The compliances for shear and for volume change add, like springs in series. The combination $C_{11}-C_{12}$ does not appear separately, because the strain consists of a dilation and a shear with equal off-diagonal elements, and the latter is resisted by $C_{44}$.

If $K_3\gg C_{44}$, then $M_{111}\to6C_{44}$ and $e_n\to-2e$, so the film keeps its volume. If $K_3\ll C_{44}$, then $M_{111}\to\tfrac32K_3$ and $e_n\to e$, so the film keeps its cubic shape and changes its volume. The normal strain changes sign at $K_3=2C_{44}$.

For an isotropic solid with Young's modulus $E$ and Poisson ratio $\nu$, $C_{44}=E/[2(1+\nu)]$ and $K_3=E/(1-2\nu)$. Equation (\ref{series}) becomes
\begin{equation}
\frac1M=\frac{1+\nu}{3E}+\frac{2(1-2\nu)}{3E}=\frac{1-\nu}{E},
\end{equation}
the familiar plate result.

\section{Two other orientations}

\emph{The (001) film.} The strains are $e,e,e_z$ along the cubic axes. Zero normal stress, $C_{11}e_z+2C_{12}e=0$, gives $e_z=-2C_{12}e/C_{11}$. Then
\begin{equation}
M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=\frac{(C_{11}-C_{12})K_3}{C_{11}} .
\end{equation}
Subtracting from (\ref{M}) over a common denominator,
\begin{align}
M_{111}-M_{001}
&=K_3\,\frac{6C_{44}C_{11}-(C_{11}-C_{12})(K_3+4C_{44})}{C_{11}(K_3+4C_{44})}\nonumber\\
&=K_3\,\frac{2C_{44}(C_{11}+2C_{12})-(C_{11}-C_{12})K_3}{C_{11}(K_3+4C_{44})}\nonumber\\
&=\frac{K_3^2\,[2C_{44}-(C_{11}-C_{12})]}{C_{11}(K_3+4C_{44})} .
\end{align}
Stability makes the prefactor positive, since $3C_{11}=K_3+2(C_{11}-C_{12})>0$. The (111) film is the stiffer one if and only if $2C_{44}>C_{11}-C_{12}$.

\emph{The (110) film.} Let $q$ be the strain along the normal $[110]$. Then $\varepsilon_{xx}=\varepsilon_{yy}=(e+q)/2$, $\varepsilon_{xy}=(q-e)/2$ and $\varepsilon_{zz}=e$. Reflections in the planes $z=0$ and $x=y$ leave the strained film unchanged. The first rules out the shears $\varepsilon_{xz}$ and $\varepsilon_{yz}$, the second any difference between $\varepsilon_{xx}$ and $\varepsilon_{yy}$. The normal stress is
\begin{equation}
\sigma_{xx}+\sigma_{xy}=\tfrac12(C_{11}+C_{12})(e+q)+C_{12}e+C_{44}(q-e)=0,
\end{equation}
so $q=-e\,(C_{11}+3C_{12}-2C_{44})/(C_{11}+C_{12}+2C_{44})$. The in-plane stresses are $C_{11}e+C_{12}(e+q)$ along $[001]$ and $\sigma_{xx}-\sigma_{xy}=2C_{44}(e-q)$ along $[1\bar10]$. For the constants above, $q/e=-190/370$, and the two ratios of stress to strain are 189 and 227 GPa. One number does not describe this film.

\section{When the flat surface can lower its energy}

Give the (111) surface a ripple $h=a\cos kx$ with $ka\ll1$. On the tilted surface the uniform stress $\sigma=M_{111}e$ leaves a tangential traction $-\sigma h'$. An extra displacement field $v$ must supply $f=\sigma h'$, of amplitude $\sigma ak$. To lowest order the elastic energy changes by $-\int f v_x$, from the uniform stress acting through $v$, plus the energy of $v$ itself, which is $+\tfrac12\int f v_x$ in equilibrium. The sum is $-\tfrac12\int fv_x$.

Here the substrate can no longer be treated as rigid, because the field $v$ reaches a depth of order $1/k$, far below a thin film; on a rigid substrate the 5 nm film of the example below would be stable at every wavelength. Take film and substrate to have equal elastic constants. (With the slightly stiffer constants of silicon under that film, the wavelength found below rises from 109 to about 111 nm.) A half-space has no length of its own, so $v_x=Sf/k$ at the surface, with $S$ a compliance. The mean of a squared sinusoid is $\tfrac12$, and the added surface area costs $\tfrac12\gamma h'^2$ for an isotropic surface energy $\gamma$. Per area,
\begin{equation}
\Delta F=\frac{\gamma a^2k^2}{4}-\frac{\sigma^2a^2kS}{4}=\frac{a^2k}{4}\left(\gamma k-\sigma^2S\right).
\end{equation}
Ripples lower the energy if their wavelength exceeds
\begin{equation}
\lambda_c=\frac{2\pi\gamma}{\sigma^2S} .
\label{lambda}
\end{equation}
Surface stress is left out here; without it, the sign of the strain does not matter. How fast such ripples grow depends on surface transport, which this argument does not treat.

For an isotropic half-space $z<0$ in plane strain, use the stress function $\phi=Bz\,e^{kz}\sin kx$, which is biharmonic. At $z=0$ it gives $\sigma_{zz}=\phi_{xx}=0$, $\sigma_{xz}=-\phi_{xz}=-Bk\cos kx$ and $\sigma_{xx}=\phi_{zz}=2Bk\sin kx$. With shear modulus $G$, $\partial_xv_x=(1-\nu)\sigma_{xx}/(2G)$, so $v_x=-(1-\nu)(B/G)\cos kx$. Comparison with $f=\sigma_{xz}$ yields $S=(1-\nu)/G$.

\section{Worked example}

Take the constants above, $e=-0.010$, a thickness $h_f=5$ nm and $\gamma=1$ J/m$^2$. Then $K_3=160+120=280$ GPa and $K_3+4C_{44}=580$ GPa, so
\begin{align}
M_{111}&=\frac{6\times75\times280}{580}=217\ \mathrm{GPa},\qquad
\frac{e_n}{e}=-\frac{2(280-150)}{580}=-0.448,\\
\sigma&=217.24\times(-0.010)=-2.17\ \mathrm{GPa}.
\end{align}
The film is compressed in its plane and stretched by 0.45\% along its normal. In a diamond-type crystal such as silicon-germanium, the (111) atomic planes come in close pairs. The 0.45\% is then the change in the distance from one pair to the next; the gaps within and between pairs need not change in the same proportion. The stored energy is $M_{111}e^2h_f=0.109$ J/m$^2$, or 0.68 eV/nm$^2$.

For the cubic half-space I obtained $S$ by minimising the elastic energy numerically, with each displacement component written as a decaying exponential times a polynomial in depth. The result is $0.0122$ GPa$^{-1}$ for ripples running along $[1\bar10]$ and along $[11\bar2]$. Since $1\ \mathrm{J/m^2}=1\ \mathrm{GPa\,nm}$, (\ref{lambda}) gives
\begin{equation}
\lambda_c=\frac{2\pi\times1}{(2.172)^2\times0.0122}\approx109\ \mathrm{nm}.
\end{equation}
The isotropic formula comes close. The orientation-averaged stiffness has $G=(C_{11}-C_{12}+3C_{44})/5=65$ GPa and $\nu=(K_3-2G)/[2(K_3+G)]=0.217$, hence $S=0.0120$ GPa$^{-1}$.

\section{Beside a real film}

These parameters are rough typical values for a silicon-germanium film with about one quarter germanium on silicon (111). The following estimates use rough inputs too.

\emph{Temperature.} Growth 500 K above room temperature, with a fractional softening of $10^{-4}$ per kelvin, lowers $M_{111}$ by 5\%. A difference in thermal expansion of $10^{-6}$ per kelvin changes the strain by $5\times10^{-4}$, or 5\% of the misfit.

\emph{Surface stress.} A value of 1 N/m is 9\% of the film's force per width, $2.172\times5=10.9$ N/m. It leaves $M_{111}$ unchanged but enters a film stress inferred from wafer bending. It also exerts a force on a rippled surface wherever that surface is curved, an effect left out of (\ref{lambda}). For a tensile surface stress of 1 N/m this force moves $\lambda_c$ by about 2\%, upward for a compressed film and downward for a stretched one.

\emph{Nonlinear elasticity.} I added third-order constants $C_{111},C_{112},C_{123},C_{144},C_{155},C_{456}=-800,-450,-60,10,-300,-60$ GPa to the energy, written in the finite (Lagrangian) strain, and minimised it numerically over the normal strain. Half the derivative of the minimum with respect to $e$ is the force per undeformed area. It is $-2.23$ GPa, 2.7\% larger in magnitude than the linear stress.

\emph{Substrate compliance.} A substrate of thickness $h_s$ and equal modulus is stretched by the film force $N=\sigma h_f$, with strain $N/(M_{111}h_s)$ in magnitude. The moment $Nh_s/2$ bends it to a curvature $6N/(M_{111}h_s^2)$, which adds $3N/(M_{111}h_s)$ at the surface. The relieved fraction of the misfit is $4h_f/h_s$, or 0.004\% for $h_s=0.5$ mm.

\emph{Dislocations.} If dislocations relieve a fraction $R$ of the misfit equally in all in-plane directions, the mean stress falls by the same fraction. A single set of parallel dislocations instead leaves different stresses along and across its lines. Consider a perfect dislocation along $[1\bar10]$ with Burgers vector $\tfrac12a_0[011]$ and $a_0=0.55$ nm, so $b=0.389$ nm. The Burgers vector makes an angle of $60^\circ$ with the dislocation line taken in the sense $[\bar110]$, and the dislocation glides on an inclined $(11\bar1)$ plane. The part of the Burgers vector along $[11\bar2]$, which relieves misfit, has magnitude $b_\parallel=a_0/(2\sqrt6)=0.112$ nm. Balancing the work of the stress against an isotropic line energy with a rough core term,
\begin{equation}
|\sigma|\,h\,b_\parallel=\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right],
\end{equation}
where the prefactor is 0.945 nN, gives a critical thickness of about 19 nm. An anisotropic line energy gives 18 nm, and with it a core term of 0 or 2 in place of 1 gives 13 or 23 nm. The 5 nm film lies below all of these. Partial dislocations are left out, so this is an estimate for one mechanism and not a guarantee of coherence.

\emph{Facets.} A crystal facet can have a surface energy that rises linearly with tilt, as $\beta|h'|$. The cost of a ripple is then proportional to $a$, while the elastic gain is proportional to $a^2$. Small ripples of any wavelength then raise the energy, and (\ref{lambda}) no longer marks an instability of the flat surface. The (111) surface of silicon and of silicon-germanium is such a facet at usual growth temperatures, so the 109 nm found above illustrates the formula and does not predict how the real film roughens. If instead the surface energy is a smooth function $\gamma(\theta)$ of the tilt angle $\theta\approx h'$, the energy per projected area is $\gamma(\theta)/\cos\theta\approx\gamma+\gamma'\theta+\tfrac12(\gamma+\gamma'')\theta^2$, with $\gamma$ and its derivatives taken at $\theta=0$. The linear term averages to zero over the ripple, so (\ref{lambda}) holds with $\gamma$ replaced by $\gamma+\gamma''$, provided this sum is positive. Even then an error of 5\% in the stress moves $\lambda_c$ by about 10\%.

Numbers in the example were calculated in double precision.
